\section*{When a converged Kohn-Sham state is a local energy minimum, part 3}

The question is whether a converged closed-shell Kohn-Sham state is a local minimum or a saddle point. Hartree atomic units are used. On a grid of spacing $h$ the site charges are $\rho_j=h\,n(x_j)$. Orbitals $\varphi_i$ are doubly occupied, $\varphi_a$ empty, $D_{ai}=\varepsilon_a-\varepsilon_i>0$ and $P=\sum_i\varphi_i\varphi_i^T$. A potential $u$ has elements $u_{ai}$ between orbitals. The Kohn-Sham response $\chi_0$ obeys
\begin{equation}
\chi_0(j,l)=-4\sum_{ai}\frac{\varphi_a\varphi_i(j)\,\varphi_a\varphi_i(l)}{D_{ai}},\qquad
u\cdot\chi_0u=-4\sum_{ai}\frac{u_{ai}^2}{D_{ai}}\le0 .
\label{form}
\end{equation}
\begin{equation}
\sum_{ai}u_{ai}^2=\tfrac12\sum_{jl}(u_j-u_l)^2P_{jl}^2 .
\label{comm}
\end{equation}
A rotation $\kappa=\alpha+i\beta$ adds $\sum_a\kappa_{ai}\varphi_a$ to $\varphi_i$. With $B_{j,ai}=4\varphi_a(j)\varphi_i(j)$ and $F=v+f_{xc}$ (interaction plus exchange-correlation kernel),
\begin{equation}
\delta\rho=B\alpha,\qquad E_2=2\alpha^TD\alpha+2\beta^TD\beta+\tfrac12\,\delta\rho\cdot F\,\delta\rho,
\label{E2}
\end{equation}
\begin{equation}
\chi_0=-\tfrac14BD^{-1}B^T .
\label{chiB}
\end{equation}
On the range $R$ of $B$, $X=-\chi_0$ is positive definite and $K=X^{-1}+F_R$. Split $\alpha=\alpha_{min}+\alpha_\perp$, with $B\alpha_\perp=0$ and $\alpha_{min}$ the first-order rotation made by a local potential:
\begin{equation}
E_2=\tfrac12\,\delta\rho\cdot K\,\delta\rho+2\alpha_\perp^TD\,\alpha_\perp+2\beta^TD\beta .
\label{split}
\end{equation}
$K>0$ gives a strict local minimum among closed-shell determinants. $K$ and the orbital Hessian $\mathcal H$ have equally many negative eigenvalues. With $\epsilon=1-\chi_0F=XK$ and lowest eigenvalue $\epsilon_{min}$,
\begin{equation}
E_2\ \ge\ \min(1,\epsilon_{min})\;2\sum_{ai}D_{ai}|\kappa_{ai}|^2 .
\label{bound}
\end{equation}

The test ring has $L=12$ bohr, $M=24$, $h=0.5$ bohr, $N=6$ and $(T\varphi)_j=-(\varphi_{j+1}-2\varphi_j+\varphi_{j-1})/2h^2$. The interaction is $W_{jl}=1/\sqrt{d_{jl}^2+1}$ with $d=(L/\pi)\sin(\pi(x_j-x_l)/L)$. Exchange is $E_x=-\tfrac34A\int n^{4/3}dx$, without correlation. The modulated ring has $A=1$ and $v_{ext}=0.3\cos(2\pi x/L)+0.1\sin(4\pi x/L)$ Ha. The closing output also lists earlier tests on it, including Fermi occupations at fixed $N$ or $\mu$ and the curvature of the kinetic energy $T_s[\rho]$.

\subsection*{Beyond the finite grid}
In a finite orbital basis with the density on a finer grid, (\ref{form}), (\ref{E2}), (\ref{chiB}) and (\ref{split}) hold unchanged. Identity (\ref{comm}) does not, because the empty orbitals of the basis no longer span the complement of $P$; its left side is then only bounded above by its right side, and connectivity no longer fixes the null space. The rank of $B$ is at most the number of pairs $(ai)$, so the null space is larger than the constants whenever there are fewer pairs than neutral directions on the grid, and $R$ must be taken as the range of $B$. In infinite dimensions positivity of the form is not enough. The function $\sum_k(y_k^2/k^2-y_k^4)$ has a positive quadratic part, yet at $y_k=2/k$ along the $k$-th axis it equals $(4-16)/k^4<0$, arbitrarily near the origin. The step $E_2\ge c\|\kappa\|^2$ must be supplied as $K\ge cX^{-1}$ with $c>0$, which by (\ref{bound}) controls the norm $\sum D|\kappa|^2$, and the remainder must be small in that norm. The second condition is a hypothesis on the functional; a local kernel proportional to $n^{-2/3}$ grows without bound where the density vanishes.

\section{Spin}

Release the restriction and let $\kappa^\uparrow\neq\kappa^\downarrow$ at fixed numbers of up and down electrons. Each spin contributes $\sum D|\kappa^\sigma|^2$ and $\delta\rho^\sigma=\tfrac12B\,\mathrm{Re}\,\kappa^\sigma$. With $\kappa^\pm=\tfrac12(\kappa^\uparrow\pm\kappa^\downarrow)$ we have $|\kappa^\uparrow|^2+|\kappa^\downarrow|^2=2|\kappa^+|^2+2|\kappa^-|^2$, $\delta\rho=B\,\mathrm{Re}\,\kappa^+$ and $m=\delta\rho^\uparrow-\delta\rho^\downarrow=B\,\mathrm{Re}\,\kappa^-$. Exchanging the spins leaves $E_{xc}[\rho,m]$ unchanged, so it is even in $m$ and the mixed derivative in $\rho$ and $m$ vanishes at $m=0$. The Hartree energy does not contain $m$. Thus $E_2$ is the sum of (\ref{E2}) for $\kappa^+$ and a copy for $\kappa^-$ with $F$ replaced by $f^{mm}_{xc}=\partial^2E_{xc}/\partial m\,\partial m$, and the splitting gives
\begin{equation}
K_m=-\chi_0^{-1}+f_{xc}^{mm}.
\end{equation}
The unpolarized state is a strict local minimum among these unrestricted determinants if both $K>0$ and $K_m>0$. Positivity of $-\chi_0^{-1}+v+f_{xc}$ alone says nothing about $\kappa^-$. Rotations that tilt the spins are related to $\kappa^-$ by a rotation of the quantization axis, so for a functional invariant under global spin rotations they repeat $K_m$; the program treats the collinear case only.

Exchange obeys the spin-scaling relation $E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow]=\tfrac12E_x[n+m]+\tfrac12E_x[n-m]$. The linear terms in $m$ cancel and the quadratic ones add to $\tfrac12m\cdot f_xm$, so $f^{mm}=f_x$ and $K_m=K-v$ in an exchange-only model. Wherever $v$ is positive on neutral vectors, the spin channel of such a model turns unstable first. On the modulated ring, 200 random complex rotations of total norm $0.05$, independent for the two spins, are tested to raise the energy; a sample of this kind can expose an instability but does not prove stability.

\section{Worked example: the uniform ring}

With $v_{ext}=0$ the uniform density $n=N/L=0.5$ bohr$^{-1}$ is self-consistent for every $A$, since it produces a constant $v_{Hxc}$. The orbitals are plane waves $e^{ikx}/\sqrt L$ with $k=2\pi m/L$. Acting with $T$ gives $\varepsilon_m=(1-\cos kh)/h^2$, which for $|m|=0,\dots,5$ is $0$, $0.1363$, $0.5359$, $1.1716$, $2.0000$, $2.9647$ Ha. The states $m=0,\pm1$ are filled and the gap is $0.3996$ Ha, or $10.87$ eV.

The response depends only on the occupied projector, so complex orbitals may be used. For $u=\lambda\cos qx$ with $q=2\pi p/L$, the element between $k$ and $k\pm q$ is $\lambda/2$, and
\begin{equation}
\delta\psi_k=\frac\lambda2\Big[\frac{\psi_{k+q}}{\varepsilon_k-\varepsilon_{k+q}}+\frac{\psi_{k-q}}{\varepsilon_k-\varepsilon_{k-q}}\Big],\qquad \mathrm{Re}\,\psi_k^*\psi_{k\pm q}=\frac{\cos qx}{L}.
\end{equation}
Then $\delta n=2\sum_{k\,occ}2\,\mathrm{Re}\,\psi_k^*\delta\psi_k=(2\lambda/L)\cos qx\sum_{k\,occ}[\dots]$, where the bracket holds the two inverse energy differences. Terms connecting two occupied states of different energy cancel in pairs with opposite denominators. At $p=2$ the potential also couples the degenerate occupied states $m=-1$ and $m=1$, for which the bracket is undefined; this coupling only mixes orbitals within the occupied space, leaves the projector unchanged and is omitted. The map $k\to-k$ turns the $k-q$ sum into the $k+q$ sum, which doubles it:
\begin{equation}
\chi_0(q)=-\frac4L\sum_{k\,occ,\;k+q\,empty}\frac1{\varepsilon_{k+q}-\varepsilon_k}.
\end{equation}
At $q=0$ the sum is empty, which is the null vector. This $\chi_0(q)$ is the eigenvalue of the site matrix divided by $h$, and kernels in Ha\,bohr are site eigenvalues times $h$. The formula is tested against the finite-difference matrix for all $p=1,\dots,12$. For $p=3$ the transitions are $-1\to2$, $0\to3$ and $1\to4$:
\begin{equation}
\chi_0=-\frac4{12}\Big[\frac1{0.3996}+\frac1{1.1716}+\frac1{1.8637}\Big]=-\frac{2.5025+0.8535+0.5366}{3}=-1.2975\ \mathrm{Ha^{-1}bohr^{-1}}.
\end{equation}
It is the shortest $q$ for which all three occupied states contribute, and one of the transitions crosses the minimum gap; $p=1$ has the gap transition $1\to2$ alone. The interaction enters as $w(q)=h\sum_jW_{0j}\cos qx_j$, and differentiating $v_x=-An^{1/3}$ gives $f_x=-\tfrac13An^{-2/3}=-0.5291\,A$ Ha\,bohr for $A$ in Ha\,bohr$^{1/3}$.

\begin{center}
\begin{tabular}{ccccc}
$p$&$q$ (bohr$^{-1}$)&$\chi_0$ (Ha$^{-1}$bohr$^{-1}$)&$-1/\chi_0$ (Ha bohr)&$w$ (Ha bohr)\\
1&0.5236&$-0.8342$&1.1988&1.6954\\
2&1.0472&$-0.9440$&1.0593&0.7718\\
3&1.5708&$-1.2975$&0.7707&0.3869\\
4&2.0944&$-0.6065$&1.6488&0.2029
\end{tabular}
\end{center}

All operators are diagonal in $q$, with $K(q)=-1/\chi_0+w+f_x$ and $K_m(q)=-1/\chi_0+f_x$, each value belonging to a cosine and a sine mode (one mode only at $p=12$). That $p=3$ has the lowest value among all twelve $p$ is tested in each case below. Values are in Ha\,bohr.

For $A=1$, $f_x=-0.5291$, and $K(3)=0.7707+0.3869-0.5291=0.6285$, $K_m(3)=0.7707-0.5291=0.2416$. Both channels are stable, although the kernel $w+f_x=0.3869-0.5291=-0.1422$ is negative. The state can be accepted as a local minimum.

For $A=1.8$, $f_x=-0.9524$, and $K(3)=1.1576-0.9524=0.2052$, $K_m(3)=0.7707-0.9524=-0.1817$. The neighbours give $K_m(2)=1.0593-0.9524=0.1069$ and $K_m(1)=1.1988-0.9524=0.2464$. The state is a minimum among restricted determinants and a saddle with two unstable collinear spin modes once the restriction is lifted. If the spins may also tilt, each of these modes occurs once for every direction of the quantization axis, and the count is three times larger.

For $A=3$, $f_x=-1.5874$, and $K(3)=1.1576-1.5874=-0.4298$, while $K(2)=0.2437$ and $K(4)=0.2643$ stay positive: two unstable charge modes. In the spin channel $K_m=-0.3886$, $-0.5281$, $-0.8167$ and $+0.0614$ for $p=1,2,3,4$: six unstable collinear modes. The finite-difference orbital Hessians have $0,0,2$ negative eigenvalues in the charge channel and $0,2,6$ in the spin channel for the three couplings, and these counts are tested against those of $K$ and $K_m$ over all $p$.

Setting the $p=3$ values to zero gives the critical couplings $1.1576/0.5291=2.188$ for charge and $0.7707/0.5291=1.457$ for spin from the rounded entries. The unrounded values are $2.1877$ and $1.4565$ Ha\,bohr$^{1/3}$, and the couplings at which the directly computed energy change along a weak $p=3$ distortion vanishes agree with them within the tested relative tolerance of $10^{-4}$. These digits belong to the grid with $h=0.5$ bohr: with the continuum levels $k^2/2$ the same three transitions give $\chi_0(3)=-1.243$ Ha$^{-1}$bohr$^{-1}$, and the critical couplings rise to about $2.25$ and $1.52$ Ha\,bohr$^{1/3}$.

The dielectric eigenvalue is $\epsilon(q)=-\chi_0K$. At $p=3$ it is $1.2975\times0.6285=0.8155$ for $A=1$, then $0.2662$ and $-0.5577$ in the charge channel, and $0.3134$, $-0.2358$, $-1.0597$ in the spin channel. A value between zero and one means that the screened response exceeds the bare one, by $1/0.2662\approx3.8$ at $A=1.8$. The matrices $\epsilon$ and $K$ share signs but need not share the ordering of modes: at $A=1$, $K(4)=1.6488+0.2029-0.5291=1.3226$ is larger than $K(3)$, yet $\epsilon(4)=0.6065\times1.3226=0.802$ is smaller than $\epsilon(3)$.

An explicit trial state shows the energy. Take as orbitals the lowest eigenvectors in the auxiliary potential $0.01\cos qx$ Ha with $p=3$, with the same sign for both spins (charge) or opposite signs (spin). To first order these are the rotations $\alpha_{min}$, the amplitude of $\delta n$ or $m$ is $\chi_0\lambda=-1.2975\times0.01=-0.012975$ bohr$^{-1}$, and (\ref{split}) with $\int_0^L\cos^2qx\,dx=L/2$ gives
\begin{equation}
\Delta E=\tfrac12K\,\delta n^2\,\frac L2=\frac L4K\,\delta n^2 .
\end{equation}
For $A=1$ in the charge channel this is $3\times0.6285\times(0.012975)^2=3.174\times10^{-4}$ Ha, against $3.173\times10^{-4}$ Ha, or $8.63$ meV, from the total energy evaluated directly. The six cases, in units of $10^{-4}$ Ha, are

\begin{center}
\begin{tabular}{ccccc}
$A$&charge, formula&charge, direct&spin, formula&spin, direct\\
1.0&3.174&3.173&1.220&1.220\\
1.8&1.036&1.036&$-0.918$&$-0.917$\\
3.0&$-2.171$&$-2.170$&$-4.125$&$-4.123$
\end{tabular}
\end{center}

The differences are below $0.1\%$ of the formula value, well inside the tested tolerance of $2\%$. No cubic term can appear: half a wavelength is $L/6=2$ bohr, four grid steps, and this translation of the ring maps $\lambda$ to $-\lambda$, so the energy is even in $\lambda$ and the first correction is of order $\lambda^4$. The negative entries, $-2.50$ meV for spin at $A=1.8$ and $-5.90$ and $-11.22$ meV for charge and spin at $A=3$, belong to this small amplitude. They prove that lower states exist and give upper bounds on the energy of the relaxed broken-symmetry states, whose depth the Hessian does not determine. A positive $K$ and $K_m$, as at $A=1$, excludes lower states only in a neighbourhood of the reference and leaves open a lower minimum at a distant density. When an eigenvalue is negative, its eigenvector $\delta\rho$ or $m$ names the distortion to add to the starting density, and $\chi_0^{-1}$ applied to it is the auxiliary potential that generates the orbitals of the restart.

\section*{Numbers as computed}
\begin{verbatim}
L = 12.0 bohr, M = 24, h = 0.5 bohr, N = 6, softening = 1 bohr
-- ring with v_ext = 0.3 cos(2 pi x/L) + 0.1 sin(4 pi x/L) Ha, A = 1 --
gap = 0.3493 Ha
chi0 eigenvalues: top 5.3e-12, next -0.0419, lowest -0.6694 1/Ha
smallest neighbour element of occupied projector = 0.0752
non-aufbau filling (0,2,2): top chi0 eigenvalue = 0.6115 1/Ha
ring cut in two pieces, N = 4: null space dimension = 2
kT = 0.1 Ha: top eigenvalue fixed N 7.6e-12, fixed mu -0.0432 1/Ha
fixed mu: 1.chi.1 = -9.0646 1/Ha, sum f' = -9.0646 1/Ha
lowest eigenvalue: W+Fx -1.4433, K 1.2899, orbital Hessian 1.4084 Ha
1 - chi0 F eigenvalues 0.7958 to 2.0047; lowest of H/(4D) 0.7958
Ts curvature: inversion 8.7576 Ha, -chi0^-1 8.7576 Ha
-- uniform ring, v_ext = 0 --
n = 0.5 1/bohr, n^(-2/3)/3 = 0.5291 bohr^(2/3)
eps_m, m=0..5 (Ha): 0.0000 0.1363 0.5359 1.1716 2.0000 2.9647
gap = 0.3996 Ha = 10.87 eV
p=1: q=0.5236/bohr chi0=-0.8342/(Ha bohr) -1/chi0=1.1988 w=1.6954 Ha bohr
p=2: q=1.0472/bohr chi0=-0.9440/(Ha bohr) -1/chi0=1.0593 w=0.7718 Ha bohr
p=3: q=1.5708/bohr chi0=-1.2975/(Ha bohr) -1/chi0=0.7707 w=0.3869 Ha bohr
p=4: q=2.0944/bohr chi0=-0.6065/(Ha bohr) -1/chi0=1.6488 w=0.2029 Ha bohr
trial potential 0.01 cos(qx) Ha, p=3: amplitude of dn or m = -0.01298 1/bohr
charge: critical A = 2.1877 (formula), 2.1877 (energies) Ha bohr^(1/3)
 A=1.0: fx=-0.5291 K(3)=0.6285 Ha bohr, -chi0 K=0.8155, negative modes 0
   dE: (L/4) K dn^2 = 3.1743e-04 Ha, direct = 3.1732e-04 Ha = 8.635 meV
 A=1.8: fx=-0.9524 K(3)=0.2052 Ha bohr, -chi0 K=0.2662, negative modes 0
   dE: (L/4) K dn^2 = 1.0363e-04 Ha, direct = 1.0361e-04 Ha = 2.819 meV
 A=3.0: fx=-1.5874 K(3)=-0.4298 Ha bohr, -chi0 K=-0.5577, negative modes 2
   dE: (L/4) K dn^2 = -2.1708e-04 Ha, direct = -2.1695e-04 Ha = -5.904 meV
spin: critical A = 1.4565 (formula), 1.4565 (energies) Ha bohr^(1/3)
 A=1.0: fx=-0.5291 K(3)=0.2416 Ha bohr, -chi0 K=0.3134, negative modes 0
   dE: (L/4) K dn^2 = 1.2201e-04 Ha, direct = 1.2199e-04 Ha = 3.319 meV
 A=1.8: fx=-0.9524 K(3)=-0.1817 Ha bohr, -chi0 K=-0.2358, negative modes 2
   dE: (L/4) K dn^2 = -9.1798e-05 Ha, direct = -9.1721e-05 Ha = -2.496 meV
 A=3.0: fx=-1.5874 K(3)=-0.8167 Ha bohr, -chi0 K=-1.0597, negative modes 6
   dE: (L/4) K dn^2 = -4.1250e-04 Ha, direct = -4.1228e-04 Ha = -11.219 meV
\end{verbatim}
